\section*{Parity and the linear heavy-to-light-hole momentum matrix element in germanium}

\section{What symmetry and dimensions permit}

A momentum matrix element between valence states of a crystal can be built from two scales: $\hbar/a$, with $a$ the lattice constant, and $\hbar k$, with $k$ the wave vector measured from the zone centre. Near $k=0$ one would expect the constant $\hbar/a$ to dominate. In germanium, inversion removes it.

The crystal has an inversion centre at the midpoint of each bond. Let $R$ be the inversion operator. It sends $\mathbf k$ to $-\mathbf k$ and reverses momentum. Continue the four states at the top of the valence band smoothly away from $k=0$ as a basis $|i,\mathbf k\rangle$. As shown below, all four have the same parity at $k=0$, so the basis can be chosen with $R|i,\mathbf k\rangle=|i,-\mathbf k\rangle$. The momentum matrix $M_a(\mathbf k)$ in this basis then obeys
\begin{equation}
M_a(-\mathbf k)=-M_a(\mathbf k),\qquad
M_a(\mathbf k)=\hbar\sum_b B_{ab}k_b+O(k^3).
\end{equation}
The $4\times4$ matrices $B_{ab}$ are dimensionless. The constant term is absent, and the first permitted term is linear. What remains is to find its size, which the Luttinger model gives in closed form.

\section{The zero at the zone centre}

The one-electron Hamiltonian with spin-orbit coupling is
\begin{equation}
H=\frac{p^2}{2m_0}+V+\frac{\hbar}{4m_0^2c^2}\,
\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{equation}
Acting on the periodic part $u$ of a Bloch state, it becomes $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, which replaces $\mathbf p$ by $\mathbf p+\hbar\mathbf k$:
\begin{align}
H(\mathbf k)&=H+\frac{\hbar}{m_0}\mathbf k\cdot\boldsymbol\pi
+\frac{\hbar^2k^2}{2m_0},&
\boldsymbol\pi&=\mathbf p+\frac{\hbar}{4m_0c^2}\boldsymbol\sigma\times\nabla V.
\end{align}
Light couples to $\boldsymbol\pi$. Its wave vector is neglected here, so transitions are vertical. Since $\partial H(\mathbf k)/\partial\mathbf k=(\hbar/m_0)(\boldsymbol\pi+\hbar\mathbf k)$,
\begin{equation}
\mathbf p_{lh}\equiv\langle\psi_l|\boldsymbol\pi|\psi_h\rangle
=\langle u_l|\boldsymbol\pi+\hbar\mathbf k|u_h\rangle
=\frac{m_0}{\hbar}\langle u_l|\frac{\partial H}{\partial\mathbf k}|u_h\rangle .
\label{velocity}
\end{equation}

The four top states at $k=0$ form one irreducible representation, $\Gamma_8^+$. Inversion commutes with every other symmetry operation there, so it acts on the whole set as a single number, $+1$. In orbital terms they are bonding combinations $p_A-p_B$ on the two atoms of a cell. Inversion takes $p_A$ to $-p_B$ and $p_B$ to $-p_A$, and leaves the combination unchanged.

Both terms of $\boldsymbol\pi$ are odd, because $\mathbf p$ and $\nabla V$ change sign while spin does not. Hence
\begin{equation}
\langle i|\boldsymbol\pi|j\rangle
=\langle i|R^\dagger\boldsymbol\pi R|j\rangle
=-\langle i|\boldsymbol\pi|j\rangle=0 .
\end{equation}

The heavy and light bands also touch at $k=0$, so no photon of finite energy could be absorbed there in any case. That is a separate fact. Uniform strain can split the four states, yet a crystal with two identical atoms per cell keeps its inversion centre midway between them. The bands then no longer touch, but the matrix element at $k=0$ is still zero.

In an unstrained zinc-blende crystal, which has no inversion centre, first omit spin-orbit coupling. The top states are real functions $X,Y,Z$. Integration by parts makes $\langle X|p_z|Y\rangle$ antisymmetric under exchange of $X$ and $Y$, while the mirror $x\leftrightarrow y$ of the zinc-blende structure makes it symmetric, so it vanishes. Diagonal elements vanish by antisymmetry, and elements such as $\langle X|p_x|Y\rangle$ change sign under a half-turn about $z$. Spin-orbit coupling can leave a remainder.

A plane-wave pseudopotential calculation shows both cases. Its germanium form factors are $-0.23$, $0.01$ and $0.06$ Ry, with 113 plane waves per spin and a spin-orbit term of assumed Gaussian radius 0.03 nm, its strength fitted to a split-off energy of 0.29 eV. At $k=0$ the largest $p/\hbar$ among the four states is $3\times10^{-13}\ \mathrm{nm^{-1}}$, which is rounding error. Adding antisymmetric form factors of 0.07, 0.05 and 0.01 Ry at squared reciprocal vectors 3, 4 and 11, in units of $(2\pi/a)^2$, makes an artificial polar crystal. Its element is zero to rounding without spin-orbit coupling and of order $0.003\ \mathrm{nm^{-1}}$ with it. The second figure depends strongly on the assumed Gaussian radius, and vanishes to rounding when that radius is zero. It shows that a remainder is allowed, not how large it is in a real crystal.

\section{Why the next term is linear}

At small $\mathbf k$ the term $(\hbar/m_0)\mathbf k\cdot\boldsymbol\pi$ mixes odd states $n$ from other bands into the even quartet:
\begin{equation}
|u_i\rangle=|i\rangle+\frac{\hbar}{m_0}\sum_n|n\rangle
\frac{\mathbf k\cdot\boldsymbol\pi_{ni}}{E_0-E_n}+O(k^2),
\end{equation}
where $E_0$ is the energy of the quartet. The odd amplitude is linear in $k$, so the odd weight is quadratic. Momentum connects the even part of one state to the odd part of the other, in two ways:
\begin{equation}
\langle u_i|\pi_a|u_j\rangle=\frac{\hbar}{m_0}\sum_n
\frac{\pi^a_{in}\,(\mathbf k\cdot\boldsymbol\pi_{nj})
+(\mathbf k\cdot\boldsymbol\pi_{in})\,\pi^a_{nj}}{E_0-E_n}+O(k^3).
\label{cross}
\end{equation}

The same sums fix the energies. Second-order perturbation theory gives the effective Hamiltonian
\begin{equation}
H^{\rm eff}_{ij}=\frac{\hbar^2k^2}{2m_0}\delta_{ij}
+\frac{\hbar^2}{m_0^2}\sum_n
\frac{(\mathbf k\cdot\boldsymbol\pi_{in})(\mathbf k\cdot\boldsymbol\pi_{nj})}{E_0-E_n}.
\end{equation}
Its derivative, multiplied by $m_0/\hbar$, is (\ref{cross}) plus $\hbar k_a\delta_{ij}$, which does not connect orthogonal states. To leading order, therefore, $H$ in (\ref{velocity}) may be replaced by $H^{\rm eff}$.

The correction can be traced. Let $U=e^{S}$ decouple the quartet from the other bands, with $S$ linear in $k$ and connecting only the quartet to the rest. Differentiating $U^\dagger HU$ gives, besides $U^\dagger(\partial_aH)U$, a commutator of $H^{\rm eff}$ with the quartet block of $U^\dagger\partial_aU$. That block starts at $-\tfrac12[S,\partial_aS]$, of order $k$. The constant $E_0$ drops out of the commutator and the rest of $H^{\rm eff}$ is of order $k^2$, so the correction is of order $k^3$.

The pseudopotential states behave accordingly. Between $k=0.01$ and $0.02\ \mathrm{nm^{-1}}$ along $[124]$, the odd weight of the light-hole states grows by a factor 3.997, and the matrix element grows with exponent 0.999.

\section{The Luttinger model solved}

Cubic symmetry, inversion and time reversal leave three parameters in $H^{\rm eff}$. Counting hole energy downward from the band top,
\begin{equation}
H_{\rm hole}=\frac{\hbar^2}{2m_0}\left[\gamma_1k^2-\sum_{s=1}^5d_s\Gamma_s\right],
\end{equation}
with
\begin{align}
(d_1,d_2,d_3)&=2\sqrt3\,\gamma_3(k_yk_z,\;k_zk_x,\;k_xk_y),\nonumber\\
d_4&=\sqrt3\,\gamma_2(k_x^2-k_y^2),\qquad
d_5=\gamma_2(2k_z^2-k_x^2-k_y^2).
\end{align}
For spin-$3/2$ matrices $J$ in units of $\hbar$, $\Gamma_1=(J_yJ_z+J_zJ_y)/\sqrt3$, with $\Gamma_2,\Gamma_3$ by cyclic exchange, $\Gamma_4=(J_x^2-J_y^2)/\sqrt3$ and $\Gamma_5=J_z^2-5/4$. These matrices square to one and anticommute with each other. Hence $(\mathbf d\cdot\Gamma)^2=|\mathbf d|^2$, and the hole energies are
\begin{equation}
E_{h,l}=\frac{\hbar^2}{2m_0}\left(\gamma_1k^2\mp|\mathbf d|\right),
\end{equation}
each doubly degenerate. Squaring and adding the components,
\begin{equation}
|\mathbf d|^2=4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)
(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2).
\end{equation}

The projectors onto heavy and light states are $\Lambda_{h,l}=\frac12(1\pm\hat{\mathbf d}\cdot\Gamma)$. Split the derivative as $\partial_a\mathbf d=\hat{\mathbf d}\,\partial_a|\mathbf d|+\mathbf w_a$, with $\mathbf w_a\perp\mathbf d$. The first part commutes with the projectors and cannot connect heavy to light. The second anticommutes with $\hat{\mathbf d}\cdot\Gamma$, so $(\mathbf w_a\cdot\Gamma)\Lambda_h=\Lambda_l(\mathbf w_a\cdot\Gamma)$ and
\begin{equation}
{\rm tr}\left[\Lambda_l(\mathbf w_a\cdot\Gamma)\Lambda_h(\mathbf w_a\cdot\Gamma)\right]
=|\mathbf w_a|^2\,{\rm tr}\Lambda_l=2|\mathbf w_a|^2 .
\end{equation}
The prefactor of momentum is $(m_0/\hbar)(\hbar^2/2m_0)=\hbar/2$. Its square times 2 gives the strength summed over spins and three polarizations:
\begin{equation}
S=\frac{\hbar^2}{2}\sum_a\left[|\partial_a\mathbf d|^2-(\partial_a|\mathbf d|)^2\right].
\end{equation}
In the first sum, $d_1,d_2,d_3$ give $12\gamma_3^2\cdot2k^2$. From $d_4$ comes $12\gamma_2^2(k_x^2+k_y^2)$ and from $d_5$ comes $\gamma_2^2(16k_z^2+4k_x^2+4k_y^2)$, together $16\gamma_2^2k^2$. Thus
\begin{equation}
S=\frac{\hbar^2}{2}\left[(24\gamma_3^2+16\gamma_2^2)k^2
-\bigl|\nabla_{\mathbf k}|\mathbf d|\bigr|^2\right].
\label{strength}
\end{equation}

Every term is quadratic in $k$, so the element is linear along each direction. Light polarized along $\mathbf k$ gives nothing at this order: $H_{\rm hole}$ is homogeneous of degree two, so $\mathbf k\cdot\partial H_{\rm hole}/\partial\mathbf k=2H_{\rm hole}$, which is diagonal in its own eigenstates.

Along a fourfold or threefold axis the two transverse polarizations are equivalent. Define $P^2$ as half the spin-summed strength for one of them, so $P^2=S/4$. The gradient of $|\mathbf d|$ points along the axis. For $[100]$, $|\mathbf d|=2\gamma_2k^2$ and the gradient is $4\gamma_2k$. For $[111]$, $|\mathbf d|=2\gamma_3k^2$ and it is $4\gamma_3k$. Then
\begin{align}
[100]:\quad S&=12\gamma_3^2\hbar^2k^2, & P&=\sqrt3\,\gamma_3\hbar k,\\
[111]:\quad S&=(8\gamma_2^2+4\gamma_3^2)\hbar^2k^2, &
P&=\sqrt{2\gamma_2^2+\gamma_3^2}\;\hbar k.
\end{align}
Along $[100]$ the splitting contains $\gamma_2$ but the momentum contains $\gamma_3$, because a sideways step in $\mathbf k$ switches on a $\gamma_3$ component of $\mathbf d$.

There is a geometric reading. Differentiating $\langle u_l|H|u_h\rangle=0$ gives $\langle u_l|\partial_aH|u_h\rangle=(E_h-E_l)\langle u_l|\partial_au_h\rangle$. In the quadratic model the states depend on the direction of $\mathbf k$ alone, so a sideways step $\delta k$ turns them by an angle of order $\delta k/k$. A rotation rate $1/k$ times a splitting $k^2$ gives $k$.

\section{Which band supplies the slope}

The lowest odd state above the valence top is the antibonding $s$ conduction state, higher by an energy $E_g$. Let $P_c=|\langle s|p_z|Z\rangle|$ and $E_p=2P_c^2/m_0$. For $\mathbf k$ along $z$ the heavy states contain only $X$ and $Y$ and do not couple to it. The light states contain $Z$ with weight $2/3$. The resulting splitting is
\begin{equation}
\frac23\,\frac{\hbar^2k^2P_c^2}{m_0^2E_g}
=\frac{\hbar^2}{2m_0}\,4\,\delta\gamma_2k^2
\quad\Rightarrow\quad \delta\gamma_2=\frac{E_p}{6E_g}.
\end{equation}
Coupling to an $s$-like state is the same for every direction of $\mathbf k$, so $\delta\gamma_3$ has the same value.

The pseudopotential model gives $E_p=20.4$ eV and $E_g=1.13$ eV, hence $\delta\gamma_3=3.01$ out of $\gamma_3=3.57$. This one band supplies 84\% of the $[100]$ slope in that model, and the other odd states the rest. The slope is $\sqrt3\gamma_3=6.18$. Raising the basis from 113 to 283 plane waves per spin lowers $\gamma_3$, $\delta\gamma_3$ and the slope by about 0.1\%, to 3.56, 3.00 and 6.17, and leaves the 84\% share unchanged. Matrix elements taken directly from the Bloch states are 0.997, 0.987 and 0.961 of the linear law at $k=0.05$, 0.10 and $0.176\ \mathrm{nm^{-1}}$. Doubling $k$ from the first to the second multiplies the relative shortfall by about four, as a $k^3$ correction requires.

\section{Far-infrared absorption at 77 K}

In hole language a heavy hole becomes a light hole. In electron language an electron from the light-hole band fills an empty heavy-hole state. Let $f_h,f_l$ be hole occupations. A field of amplitude $F$ has coupling amplitude $eF/(2m_0\omega)$ and intensity $n\epsilon_0cF^2/2$, with $n$ the refractive index. Dividing the golden-rule power density by this intensity gives
\begin{equation}
\alpha=\frac{\pi e^2}{n\epsilon_0cm_0^2\omega}\int\!\frac{d^3k}{8\pi^3}
\sum_{\rm spins}|\hat{\mathbf e}\cdot\mathbf p_{lh}|^2(f_h-f_l)\,
\delta(E_l-E_h-\hbar\omega).
\end{equation}
Take $\gamma_2=\gamma_3=\gamma$. Then $S=12\gamma^2\hbar^2k^2$, whose average over directions for one polarization is $4\gamma^2\hbar^2k^2$, and $E_l-E_h=2\gamma\hbar^2k^2/m_0$. The integral becomes
\begin{equation}
\frac{k^2}{2\pi^2}\;4\gamma^2\hbar^2k^2\;\frac{m_0}{4\gamma\hbar^2k}
=\frac{\gamma m_0k^3}{2\pi^2}
\end{equation}
times $f_h-f_l$. Using $\gamma k^2=m_0\omega/2\hbar$ at resonance,
\begin{equation}
\alpha=\frac{e^2}{4\pi\epsilon_0\hbar c}\,\frac{k}{n}(f_h-f_l)
=\alpha_{\rm fs}\frac{k}{n}(f_h-f_l),
\end{equation}
with $\alpha_{\rm fs}$ the fine-structure constant. At fixed occupations $\alpha$ rises as $\sqrt\omega$. A constant matrix element would give $k/\omega\propto1/\sqrt\omega$.

Take rough typical germanium values $\gamma_1,\gamma_2,\gamma_3=13.4,\,4.25,\,5.7$ and $n=4$, with a 20 meV photon (62 $\mu$m) and $10^{15}$ holes per cm$^3$ at 77 K. With $\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}$, resonance along $[100]$ lies at $k=\sqrt{0.020/(4\times0.0381\times4.25)}=0.176\ \mathrm{nm^{-1}}$, where
\begin{equation}
P/\hbar=\sqrt3\times5.7\times0.1757=1.73\ \mathrm{nm^{-1}}.
\end{equation}
Along $[111]$, $k=0.152\ \mathrm{nm^{-1}}$ and $P/\hbar=1.26\ \mathrm{nm^{-1}}$.

For the spherical estimate take the average $\gamma=(2\gamma_2+3\gamma_3)/5=5.12$, which gives $k=0.160\ \mathrm{nm^{-1}}$ and hole energies of 3.09 and 23.09 meV. The thermal energy is 6.64 meV and the band-edge occupation $1.64\times10^{-3}$, so Boltzmann factors give $f_h=1.03\times10^{-3}$ and $f_l=0.05\times10^{-3}$. Then
\begin{equation}
\alpha=\frac{1}{137}\times\frac{1.60\times10^6\ \mathrm{cm^{-1}}}{4}
\times0.98\times10^{-3}=2.9\ \mathrm{cm^{-1}}.
\end{equation}
Using (\ref{strength}) with the two different parameters, at the same density and temperature, gives $2.5\ \mathrm{cm^{-1}}$, 12\% lower. Direct diagonalization on a grid of wave vectors reproduces both values to better than 1\%.

\section{How far the model carries over to real germanium}

The pseudopotential model serves to check the mechanism. Its direct gap is larger than the roughly 0.8--0.9 eV of germanium and its Luttinger parameters are well below the typical set, so its slope of 6.18 should not replace the $\sqrt3\times5.7=9.9$ used above.

For the example itself, mixing with the split-off band, 0.29 eV away, lowers $P$ by 3.7\% and the splitting by 3.6\% at the $[100]$ wave vector. Mixing with the conduction band lowers each by roughly another 3\%, in an eight-band estimate with $E_g=0.89$ eV and $E_p=26$ eV. With both bands included, the absorption of $2.5\ \mathrm{cm^{-1}}$ changes by only about 1\%. The photon wave vector is 0.25\% of the hole's. If all holes are given the heavy mass, a rough mobility of 40\,000 cm$^2$/Vs implies a broadening of 0.09 meV, small beside 20 meV. If the same scattering rate holds at the photon frequency, the Drude absorption is only $0.013\ \mathrm{cm^{-1}}$. Counting the 5\% of holes that are light, with the same scattering time for both kinds, raises these figures to 0.12 meV and $0.021\ \mathrm{cm^{-1}}$, which are still small. With $10^{15}$ acceptors per cm$^3$, 10 meV deep, 97\% would be ionized, which lowers the hole density and the free-hole absorption by about 3\%. The acceptors that stay neutral can also absorb a 20 meV photon by releasing their holes, a contribution not included here; a crude hydrogenic cross-section puts it near $0.05\ \mathrm{cm^{-1}}$, larger than the Drude figure but about 2\% of the heavy-to-light value. The Drude figure is a classical estimate of absorption assisted by phonons or impurities, which need not be vertical. A quantum treatment of that process is not included.

The assumption of thermal occupation fails in some devices. In far-infrared lasers that use hot holes in germanium, crossed electric and magnetic fields drive the distribution away from equilibrium. The magnetic field also quantizes the light-hole motion, with a level spacing of about 2.7 meV per tesla for a mass of $0.042\,m_0$, so the zero-field states used here are only an approximation for such a device. The momentum element is unchanged to the extent that the fields leave the band states intact, but $\alpha$ scales with the actual $f_h-f_l$. This heavy-to-light contribution vanishes when the two occupations are equal at the resonant wave vectors, and becomes gain when $f_l>f_h$ there. A laser needs that gain to exceed all other losses. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
PSEUDOPOTENTIAL CHECK
lattice constant: 0.566 nm
form factors at G^2=3,8,11: -0.23 0.01 0.06 Ry
plane waves per spin: 113
spin-orbit Gaussian radius: 0.03 nm
split-off energy: 0.29 eV
direct gap E0: 1.1292 eV
gamma1,2,3: 8.3945 2.5817 3.5669
Ge largest p/hbar at k=0: 2.8266e-13 1/nm
polar, no spin-orbit, p/hbar: 1.2822e-13 1/nm
polar, point spin-orbit, p/hbar: 1.3077e-13 1/nm
polar, finite-range spin-orbit, p/hbar: 0.0031017 1/nm
growth exponent along [124]: 0.99936
odd-weight ratio on doubling k: 3.9965
conduction coupling P/hbar: 11.562 1/nm
Ep: 20.373 eV
conduction part of gamma3: 3.0069
[100] slope P/(hbar k): 6.1781
k=0.0500 1/nm: P/hbar=0.30790 1/nm, P/linear=0.9967
k=0.1000 1/nm: P/hbar=0.60979 1/nm, P/linear=0.9870
k=0.1757 1/nm: P/hbar=1.04279 1/nm, P/linear=0.9605
WORKED EXAMPLE
rough gamma1,2,3: 13.4 4.25 5.7
photon energy: 20 meV
photon wavelength: 61.992 um
temperature: 77 K
thermal energy: 6.6353 meV
hole density: 1e+15 cm^-3
refractive index: 4
[100] resonant k: 0.17572 1/nm
[100] P/hbar: 1.7349 1/nm
[111] resonant k: 0.15174 1/nm
[111] P/hbar: 1.2569 1/nm
spherical gamma: 5.12
heavy, light mass: 0.3165 0.0423 m0
spherical resonant k: 0.1601 1/nm
heavy, light energy: 3.086 23.086 meV
heavy, light occupation: 1.0309e-03 5.0602e-05
spherical absorption: 2.8631 cm^-1
brute spherical absorption: 2.8629 cm^-1
warped absorption: 2.51 cm^-1
brute warped absorption: 2.5099 cm^-1
NEGLECTED EFFECTS
warping change in absorption: -12.333 %
split-off change in P at [100] k: -3.6845 %
split-off change in splitting: -3.5624 %
rough mobility: 40000 cm^2/Vs
lifetime broadening: 0.091456 meV
photon wave vector / hole k: 0.0025323
band-edge occupation: 0.0016413
rough acceptor energy: 10 meV
ionized fraction if Na=1e15 cm^-3: 0.972
Drude absorption: 0.012621 cm^-1
\end{verbatim}
